# Coherent Islands Relax Misfit Strain Without Dislocations

Suppose you must calculate when a strained film breaks up into islands. Before anything is computed, you have to decide what the island in the calculation looks like inside. If islands could lower the elastic energy only by means of misfit dislocations, every island would need one, and no island would be expected below the size at which a dislocation pays for itself. If a perfect island can relax too, the first comparison to make is between a flat film and an island whose crystal planes run unbroken into the substrate.

The argument for the first choice runs as follows. A coherent film is locked to the substrate lattice, so its strain is fixed, and only a dislocation can release it. For an infinite film that stays flat, it is correct that no continuous displacement lowers the elastic energy. The argument fails for an island, as one example shows.

## A ridge without dislocations

Take a long ridge along $y$ with a triangular cross-section: half-width $a=5$ nm, side slope $s=0.2$, height $sa=1$ nm. Its profile is $h(x)=s(a-|x|)$ for $|x|<a$, and its cross-sectional area is $sa^2$. It sits on a thick substrate. Both materials are isotropic and linearly elastic, with $E=130$ GPa and $\nu=0.25$. The natural lattice spacing of the film exceeds that of the substrate by the fraction $\varepsilon=0.04$. The ridge is coherent: the displacement is continuous everywhere, including across the interface.

**The flat film as reference.** In a flat coherent film the elastic strains are $-\varepsilon$ along $x$ and $y$, and the free surface makes $\sigma_{zz}=0$. The two in-plane stresses are equal by symmetry, so Hooke's law $E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy}$ becomes $-E\varepsilon=(1-\nu)\sigma_{xx}$. Hence

$$\sigma_{xx}=\sigma_{yy}=-\sigma_0,\qquad \sigma_0=\frac{E\varepsilon}{1-\nu}.$$

The energy density is half of stress times strain, summed over the two directions:

$$w_0=\tfrac12(\sigma_0\varepsilon+\sigma_0\varepsilon)=\sigma_0\varepsilon=\frac{E\varepsilon^2}{1-\nu}.$$

Here $\sigma_0=130\times0.04/0.75=6.93$ GPa and $w_0=1.731$ eV/nm³. The material of the ridge, spread out as a flat film, would store $w_0sa^2=8.655$ eV per nm of ridge length.

**Letting the ridge move.** Give the ridge this flat-film strain first, and let $\mathbf u$ be the further displacement of ridge and substrate. Because the ridge is long, $\mathbf u$ does not depend on $y$ and $u_y=0$ (plane strain). The extra strain does work against the existing stress and also stores energy of its own:

$$\Delta U=-\sigma_0\int_{\rm ridge}\frac{\partial u_x}{\partial x}\,dA+Q[\mathbf u].$$

$Q$ is the ordinary strain energy of $\mathbf u$ in ridge and substrate; it is quadratic and never negative. By the divergence theorem the first integral equals $\oint n_xu_x\,d\ell$ around the ridge. The base is horizontal, so $n_x=0$ there. On the free surface $z=h(x)$ the outward normal gives $n_x\,d\ell=-h'(x)\,dx$. Therefore

$$\Delta U=-\int f(x)\,u_x\,dx+Q[\mathbf u],\qquad f(x)=-\sigma_0h'(x).$$

On the right-hand side $h'=-s$ and $f=+\sigma_0s$; on the left $f=-\sigma_0s$. The compressed ridge pushes both its sidewalls outward.

At the minimum, multiplying $\mathbf u$ by a factor $\lambda$ must not lower the energy. With $F=\int fu_x\,dx$, the function $-\lambda F+\lambda^2Q$ is stationary at $\lambda=1$, so $F=2Q$ and

$$\Delta U_{\min}=-\tfrac12\int f\,u_x\,dx=-Q.$$

**Response of the substrate.** For a shallow ridge, to leading order in $s$, the load $f$ acts on the flat surface of a half-space $z<0$. Consider first a tangential load $t\cos kx$. Plane stresses in equilibrium follow from a function $\phi$ with $\nabla^2\nabla^2\phi=0$ through $\sigma_{xx}=\phi_{zz}$, $\sigma_{zz}=\phi_{xx}$, $\sigma_{xz}=-\phi_{xz}$. Choose

$$\phi=-\frac tk\,z\,e^{kz}\sin kx .$$

Since $g=e^{kz}\sin kx$ is harmonic, $\nabla^2(zg)=2g_z=2kg$ is harmonic too, and the condition holds. The stresses are

$$\sigma_{xx}=-t(2+kz)e^{kz}\sin kx,\quad \sigma_{zz}=tkz\,e^{kz}\sin kx,\quad \sigma_{xz}=t(1+kz)e^{kz}\cos kx .$$

At $z=0$ the normal stress vanishes and the shear stress is $t\cos kx$, as required. Plane strain gives $\sigma_{yy}=\nu\sigma_{xx}$ at the surface, so the surface strain is $(1-\nu^2)\sigma_{xx}/E=-2(1-\nu^2)t\sin kx/E$. Integrating over $x$,

$$u_x=\frac{2(1-\nu^2)}{Ek}\,t\cos kx .$$

Shifting the origin gives the same factor for a sine load.

**Adding the waves.** The load is odd in $x$, so $f=\int_0^\infty F_k\sin kx\,dk$ with

$$F_k=\frac2\pi\int_0^a\sigma_0s\sin kx\,dx=\frac{2\sigma_0s}{\pi}\,\frac{1-\cos ka}{k}.$$

The product $fu_x$ is even, so its integral is twice that over $x>0$, where $\int_0^\infty f\sin kx\,dx=\pi F_k/2$. This gives

$$\int f u_x\,dx=\pi\int_0^\infty\frac{2(1-\nu^2)}{Ek}F_k^2\,dk .$$

Taking minus one half of this, inserting $F_k$ and writing $\tau=ka$,

$$\Delta U=-\frac{4(1-\nu^2)\sigma_0^2s^2a^2}{\pi E}\,I,\qquad I=\int_0^\infty\frac{(1-\cos\tau)^2}{\tau^3}\,d\tau .$$

Let $N=(1-\cos\tau)^2=\tfrac32-2\cos\tau+\tfrac12\cos2\tau$. It starts as $\tau^4/4$ and stays bounded, so two integrations by parts leave no boundary terms:

$$I=\frac12\int_0^\infty\frac{N''}{\tau}d\tau=\int_0^\infty\frac{\cos\tau-\cos2\tau}{\tau}d\tau .$$

Start the integral at a small $\delta$ and substitute $2\tau\to\tau$ in the second term. What remains is $\int_\delta^{2\delta}\cos\tau\,d\tau/\tau$, which tends to $\ln2$.

Divide the released energy by $w_0sa^2$ and use $\sigma_0^2/w_0=\sigma_0/\varepsilon=E/(1-\nu)$. The released fraction is

$$R=\frac{4\ln2}{\pi}(1+\nu)\,s\qquad(s\ll1).$$

For the example this is $0.221$. A finite-element solution for the actual triangle, with ridge and substrate sharing their interface nodes, gives $R=0.183$. The leading-order law is thus about 20 % above the computed value at this slope. At slopes 0.04 and 0.02 the computed value is 0.961 and 0.979 of the law, and linear extrapolation to zero slope gives 0.996. The mesh makes these computed fractions low by 0.2 to 0.4 %. Better converged, the two ratios are about 0.965 and 0.982 and extrapolate to 0.999, and $R$ at slope 0.2 is 0.1837 rather than the 0.1833 used below. The last digit of the energies and lengths that follow is therefore uncertain by a few units.

**Paying for the surface.** Relaxation alone does not make the ridge favourable, because its sides have more area than its base. Assume the same surface energy $\gamma=6$ eV/nm² for facets and flat surface. Each unit of base area then costs

$$\Gamma=\gamma\left(\sqrt{1+s^2}-1\right)=0.1188\ \text{eV/nm}^2 .$$

Compare the ridge with the same volume added to an already existing flat film:

- surface cost: $2\Gamma a=2\times0.1188\times5=1.188$ eV/nm;
- elastic gain: $Rw_0sa^2=0.1833\times8.655=1.586$ eV/nm;
- net: $1.188-1.586=-0.398$ eV/nm.

In this model the ridge has lower energy than the flat film and contains no dislocation. That settles the question of necessity.

## Where the energy goes

The energy balance shows the part played by the substrate. At the minimum $Q=1.586$ eV/nm, and the computed share of $Q$ in the substrate is 0.536, or 0.85 eV/nm. The substrate was unstrained before, so this is energy it has gained. The ridge must therefore have lost $1.586+0.85=2.44$ eV/nm. It spreads by stretching the substrate beneath it, and the bargain pays for the system as a whole.

Now hold the substrate rigid. A thin ridge can then only shear. Across its small thickness the shear stress is nearly constant and equal to the load $f$, so with $\mu=E/[2(1+\nu)]$ the surface moves by $u_x=fh/\mu$. The energy is

$$\Delta U=-\frac12\int\frac{f^2h}{\mu}dx=-\frac{\sigma_0^2s^2}{2\mu}\,sa^2 ,$$

and division by $w_0sa^2$ gives

$$R_{\rm rigid}=\frac{s^2}{2\mu}\,\frac{E}{1-\nu}=\frac{1+\nu}{1-\nu}\,s^2\qquad(s\ll1).$$

This is of second order in the slope, whereas the deformable substrate gives first order. For shallow ridges most of the relaxation therefore depends on the substrate's ability to deform. For the example, the finite-element value drops from 0.183 to 0.047 when the substrate is held rigid and all else is kept.

Steep ridges obey a different limit. The strain along $y$ stays at $-\varepsilon$, because the ridge is long. The least energy density compatible with this is reached when $\sigma_{xx}=\sigma_{zz}=0$, and it equals $E\varepsilon^2/2$. Since the substrate energy cannot be negative,

$$R\le1-\frac{E\varepsilon^2/2}{E\varepsilon^2/(1-\nu)}=\frac{1+\nu}{2}=0.625 .$$

The computed fractions at slopes 0.5, 1 and 2 are 0.348, 0.469 and 0.543. The shallow law would give 1.103 at slope 1, more energy than there is to release, so it must not be used there. The bound belongs to ridges; a compact island can also relax along $y$.

## The general statement and its proof

Let a coherent island of any shape stand on a flat substrate, or on a flat layer of its own material. Let the flat-film stress be equal along both in-plane directions and not zero, and let some flat part of the island's free surface be inclined or vertical. Then there is a continuous displacement, and so one without dislocations, that makes the elastic energy lower than that of the same volume in the flat coherent film.

*Proof.* For any continuous displacement $\mathbf v$ that vanishes far away, the energy change is

$$\Delta U[\mathbf v]=-\sigma_0\int_{\rm island}\left(\frac{\partial v_x}{\partial x}+\frac{\partial v_y}{\partial y}\right)dV+Q[\mathbf v].$$

A flat layer underneath would add the same linear integral over its own volume. That integral vanishes: the layer's faces are horizontal and $\mathbf v$ is zero at its distant edges. In the island the base drops out for the same reason, which leaves the free surface $S$:

$$\Delta U[\mathbf v]=-\sigma_0\int_S(n_xv_x+n_yv_y)\,dS+Q[\mathbf v].$$

Choose a small ball around a point inside the inclined facet, so small that it meets no other surface. Let $\chi\ge0$ be a smooth function that is positive inside the ball and zero outside, and set $\mathbf v=\delta\,\chi\,(n_x,n_y,0)$ with the constant normal of the facet. Then

$$\Delta U=-\delta A+\delta^2B,\qquad A=\sigma_0\int_S\chi\,(n_x^2+n_y^2)\,dS,\qquad B=Q[\chi(n_x,n_y,0)].$$

For a compressed film $A>0$, because the facet is not horizontal. $B$ is finite and positive, because the material is stable and the displacement is not rigid. At $\delta=A/(2B)$ the energy change is $-A^2/(4B)<0$, and the true minimum is at least as low. For a film under tension $A<0$; the same $\delta$ is then negative, the facet moves inward, and the result is unchanged. $\blacksquare$

The proof uses a bulge on one facet and leaves the substrate at rest, so sidewalls are enough for some relaxation. Allowing the substrate to move enlarges the set of displacements and can only keep or lower the minimum. The proof also shows where the argument about the locked film holds: without sidewalls the linear term is zero, $\Delta U=Q\ge0$, and a film whose surface is kept flat cannot relax coherently. Numerically, preventing horizontal motion of the ridge's sidewalls removes the relaxation to rounding error. Adding a flat layer of film material beneath the ridge leaves the released energy unchanged, as it should when the elastic constants are equal.

**Size.** Let an island of fixed shape have linear size $L$. Scaling its displacement as $\mathbf u_L(\mathbf r)=L\,\mathbf u_1(\mathbf r/L)$ leaves all strains unchanged. The released energy is therefore a fixed fraction of $w_0$ times the volume, and grows as $L^3$, while a positive surface cost grows as $L^2$. Within this model every such shape beats the flat film once it is large enough. For the ridge, per unit length, the powers are two and one:

$$U(a)=2\Gamma a-Rw_0s\,a^2 .$$

Setting $dU/da=0$ gives the top of the barrier for growth at fixed slope, $a^*=\Gamma/(Rw_0s)=1.87$ nm, where $U=\Gamma^2/(Rw_0s)=0.223$ eV/nm. The energy returns to zero at $2a^*=3.75$ nm. The ridge with $a=5$ nm lies beyond this point.

The barrier depends on the path. Suppose instead that the half-width is fixed and the slope rises from zero. For small $s$ the surface cost is $\gamma s^2a$ and the elastic gain is $(4\ln2/\pi)(1+\nu)w_0s^2a^2$. Both begin as $s^2$, and at $a=5$ nm the gain is the larger, so the energy falls from the start. This relies on the assumption that all surface orientations have the same energy $\gamma$.

## When a dislocation does pay

Dislocations are an additional way to relax, and their energy scales differently. For an edge dislocation with Burgers vector $b$ along $x$, take $\phi=-Dz\ln r$. On the plane $z=0$ it gives the shear stress $\sigma_{xz}=D/x$. To find $D$, integrate the strain $\varepsilon_{xx}$ along a line just above this plane. There $\int\sigma_{zz}dx=[\phi_x]=0$ and $\int(\sigma_{xx}+\sigma_{zz})dx=-2D\int z\,dx/r^2=-2\pi D$, so plane strain gives $\int\varepsilon_{xx}dx=-2\pi D(1-\nu^2)/E$. Just below, the sign is opposite. The mismatch between the two lines is $b$, hence $D=Eb/[4\pi(1-\nu^2)]$. The work of creating the slip between a core radius $r_0$ and an outer radius $r_1$ is

$$\frac b2\int_{r_0}^{r_1}\frac Dx\,dx=\frac{Eb^2}{8\pi(1-\nu^2)}\ln\frac{r_1}{r_0}.$$

In an island the outer radius is set by the distance to the free surface, so this energy grows as $\ln a$. The work gained from the misfit stress is that stress times $b$ times the height of the removed half-plane, and grows as $a$.

For the example, place one such dislocation at the centre of the base, with $b=0.4$ nm and its core spread over the same width. The computed self-energy is 18.7 eV/nm, a few per cent too high because the mesh has only four elements across the core. The misfit work is 9.0 eV/nm, so inserting the dislocation raises the energy by 9 to 10 eV/nm. Without coherent relaxation the work would have been $\sigma_0b\,sa=17.3$ eV/nm; the relaxed ridge offers only about half of that. Enlarging the ridge at fixed slope and fixed core, the two growth laws put the crossover near $a=13$ nm. This is a rough figure, since the true core energy is not calculated and other positions and Burgers vectors were not tried. Within these limits, ridges with half-widths from about 4 to 13 nm are favoured over the flat coherent film and are not improved by this dislocation. The comparison is between final energies at fixed slope. The barrier to nucleating the dislocation is not included, so a larger island can still be found coherent.

## Beside real islands

The parameters are round values in the rough regime of shallow germanium islands on silicon, a system in which dislocation-free islands are indeed found. The sign of the relaxation is secure, but the break-even size is delicate because $\Gamma$ is a small difference of large surface energies. A facet energy 1 % above that of the flat surface moves break-even from 3.75 to 5.67 nm, and the example ridge would then lose to the flat film. A facet energy about 2 % below it makes $\Gamma$ vanish, and the barrier and the break-even size vanish with it. This side matters for germanium on silicon, where the shallow {105} facets are reconstructed and their energy is lowered by the compressive strain, so the equal-$\gamma$ barrier computed above does not carry over to those islands. Real islands also take up substrate atoms. If this lowers the misfit to 0.03, with all else fixed, break-even moves to 6.66 nm.

The elastic constants must change by far more than 1 % to have a comparable effect. Raising the shear stiffness by a factor 1.6, to imitate cubic anisotropy, gives $R=0.163$ and a gain of 1.41 eV/nm, still above the surface cost. A film 20 % softer than the substrate lowers $R$ from 0.1833 to 0.1625, and $w_0$ falls by 20 % as well. The gain is then $0.1625\times0.8\times8.655=1.13$ eV/nm, just short of the cost of 1.19 eV/nm. Germanium is softer than silicon by roughly this amount, so the 5 nm ridge illustrates the mechanism and does not predict that a germanium ridge of this size is stable on silicon. The thermal energy at 800 K, 0.069 eV, is small beside the net gain of about 4 eV in each 10 nm of length of a long ridge. Surface stress, the energies of edges, the dependence of surface energy on film thickness and nonlinear elasticity are left out. They can shift the size at which islands become favourable, so a quantitative prediction for a real film needs them. The numerical output below lists the values used here.

## Table of computed values

```
INPUTS (round model values)
Young modulus E = 130 GPa, Poisson ratio = 0.25
misfit = 0.04, surface energy = 6.0 eV/nm^2
slope = 0.2, half-width = 5.0 nm, height = 1.0 nm
TESTS
integral = 0.69315, ln 2 = 0.69315
computed/shallow law, slopes 0.04, 0.02: 0.9614, 0.9785
  extrapolated to zero slope: 0.9956
computed/rigid law, slopes 0.06, 0.03: 0.9002, 0.9484
  extrapolated to zero slope: 0.9966
released fraction, sidewalls clamped: 9.3e-32
flat film, energy change (E=a=misfit=1): 9.3e-32
ridge with/without wetting layer, ratio: 1.000000
RELEASED FRACTION: slope, computed, shallow law
  0.1  0.100  0.110
  0.2  0.183  0.221
  0.5  0.348  0.552
  1.0  0.469  1.103
  2.0  0.543  2.206
upper bound (1+nu)/2 = 0.625
EXAMPLE RIDGE
released fraction R = 0.1833 (finer mesh 0.1835)
R on rigid substrate = 0.0470
substrate share of relaxation strain energy = 0.536
film stress sigma0 = 6.93 GPa
film energy density w0 = 1.731 eV/nm^3
flat-film elastic energy w0*s*a^2 = 8.655 eV/nm
surface cost per base area Gamma = 0.1188 eV/nm^2
surface cost = 1.188 eV/nm, elastic gain = 1.586 eV/nm
net energy of coherent ridge = -0.398 eV/nm
barrier: half-width 1.87 nm, energy 0.223 eV/nm
break-even half-width = 3.75 nm
NEGLECTED EFFECTS
R with film 20 % softer = 0.1625
R with shear stiffness x 1.6 (cubic) = 0.1630
break-even half-width, facet energy +1 % = 5.67 nm
break-even half-width, misfit 0.03 = 6.66 nm
thermal energy at 800 K = 0.069 eV
edge dislocation, b = core width = 0.4 nm:
  self-energy = 18.69 eV/nm, misfit work = 9.02 eV/nm
  energy change on insertion = 9.67 eV/nm
  half-width above which it pays = 13.4 nm
  self-energy growth/log law on doubling = 0.994
```
